# Elastic scattering against photoabsorption for carbon at 92 eV

## Problem

Extreme-ultraviolet lithography exposes a resist with photons of about 92 eV. A carbon atom can absorb such a photon, or scatter it elastically: the photon changes direction, keeps its energy, and leaves the atom in its ground state.

(a) Treat the four electrons of the $n=2$ shell as free charges radiating in phase, and find the elastic cross section.

(b) Examine the words "free" and "in phase" for carbon.

(c) Find the photoabsorption cross section in a stated atomic model, and the ratio $R=\sigma_{\rm el}/\sigma_{\rm abs}$.

(d) Apply the result to a carbon film 40 nm thick under a dose of 30 mJ/cm², and decide what neighbouring atoms do to it.

## Solution

### (a) Four free charges in phase

Let the field at the atom be the real part of $E_0e^{-i\omega t}$, along $x$. For an electron of charge $-e$ moving much slower than light, the magnetic force is negligible, and

$$m\ddot x=-eE .$$

Since $\ddot x=-\omega^2x$, the displacement is $x=eE/(m\omega^2)$ and the dipole moment is

$$p=-ex=-\frac{e^2}{m\omega^2}E .$$

At a large distance $D$, in a direction at angle $\Theta$ to the dipole, an oscillating dipole has the radiation field amplitude $\omega^2|p|\sin\Theta/(4\pi\varepsilon_0c^2D)$. The mean energy flux of a wave of amplitude $E_{\rm r}$ is $\tfrac12\varepsilon_0cE_{\rm r}^2$. Integrating it over a sphere, with $\int\sin^2\Theta\,d\Omega=8\pi/3$, gives the power

$$P=\frac{\varepsilon_0c}{2}\,\frac{\omega^4|p|^2}{16\pi^2\varepsilon_0^2c^4}\,\frac{8\pi}{3}=\frac{\omega^4|p|^2}{12\pi\varepsilon_0c^3}.$$

The cross section is $P$ divided by the incident flux $\tfrac12\varepsilon_0cE_0^2$. Inserting $|p|=e^2E_0/(m\omega^2)$ cancels the frequency:

$$\sigma_T=\frac{e^4}{6\pi\varepsilon_0^2m^2c^4}=\frac{8\pi}{3}r_e^2,\qquad r_e=\frac{e^2}{4\pi\varepsilon_0mc^2}.$$

With $r_e=2.818\times10^{-6}$ nm, this Thomson cross section is $\sigma_T=6.65\times10^{-25}$ cm².

If $N$ such charges radiate in phase, the field is $N$ times larger and the power $N^2$ times larger. For $N=4$,

$$\sigma_{\rm el}=N^2\sigma_T=16\times6.65\times10^{-25}\ \text{cm}^2=1.06\times10^{-23}\ \text{cm}^2 .$$

### (b) Are they in phase, and are they free?

**Phase.** The wavelength is $\lambda=hc/(92\ \text{eV})=13.48$ nm, and $k=2\pi/\lambda$. Light scattered through an angle $\theta$ changes its wave vector by $\mathbf q$, with

$$q^2=2k^2(1-\cos\theta).$$

A charge at $\mathbf r$ contributes the phase factor $e^{-i\mathbf q\cdot\mathbf r}$. In elastic scattering the atom returns to its ground state, so this factor is averaged over the electron cloud. For a spherical cloud the linear term averages to zero and $\langle(\mathbf q\cdot\mathbf r)^2\rangle=q^2\langle r^2\rangle/3$. Hence

$$F(q)\simeq1-\frac{q^2\langle r^2\rangle}{6},\qquad F^2\simeq1-\frac{q^2\langle r^2\rangle}{3}.$$

For unpolarized light the Thomson pattern is proportional to $1+\cos^2\theta$. It is symmetric between forward and backward, so $\cos\theta$ averages to zero and $q^2$ averages to $2k^2$. The atomic model of part (c) gives a valence root-mean-square radius of 0.098 nm, so $kr_{\rm rms}=0.0455$. The elastic cross section is therefore reduced by the fraction

$$\tfrac23(kr_{\rm rms})^2=\tfrac23(0.0455)^2=0.0014 .$$

In-phase addition is thus good to about 0.1 per cent. It would fail when $kr_{\rm rms}$ approaches 1, which for this radius means photons near $92/0.0455\approx2000$ eV. Charges many wavelengths apart behave differently: their interference terms average out and the power is $N\sigma_T$ instead of $N^2\sigma_T$.

**Freedom.** A bound electron answers the field through its polarizability $\alpha$, defined by $p=\alpha E$. From here to the end of part (c), formulas are in atomic units ($\hbar=m=e=4\pi\varepsilon_0=1$), in which $r_e=1/c^2$. A free electron has $\alpha=-1/\omega^2$. The atom's dipole, measured in free-electron dipoles, is therefore

$$f=-\omega^2\alpha\equiv f_1-if_2 ,$$

and the elastic cross section becomes $\sigma_T|f|^2=\sigma_T(f_1^2+f_2^2)$. Part (a) assumed $f=4$.

To find $\alpha$ for one electron, let the perturbation be $zE_0\cos\omega t$. Let $\omega_n$ be the excitation energy of state $n$ and $z_n$ its dipole matrix element with the initial state. First-order perturbation theory gives the coefficients

$$c_n=-\frac{E_0z_n}{2}\left[\frac{e^{i(\omega_n-\omega)t}}{\omega_n-\omega}+\frac{e^{i(\omega_n+\omega)t}}{\omega_n+\omega}\right].$$

The induced dipole is $-\langle z\rangle=-2\,\mathrm{Re}\sum_nz_n^*c_ne^{-i\omega_nt}$. Its two minus signs cancel, and dividing by $E_0\cos\omega t$ leaves

$$\alpha=\sum_n|z_n|^2\left[\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega}\right]=\sum_n\frac{g_n}{\omega_n^2-\omega^2},\qquad g_n=2\omega_n|z_n|^2 .$$

Thus, away from resonance,

$$f_1=\sum_ng_n\frac{\omega^2}{\omega^2-\omega_n^2}.$$

The oscillator strengths $g_n$ obey a sum rule. For $H=\tfrac12\mathbf p^2+V(\mathbf r)$ one has $[H,z]=-ip_z$, so $[z,[H,z]]=-i[z,p_z]=1$. The expectation value of the same double commutator in the initial state, of energy $E_i$, is $2\langle z(H-E_i)z\rangle=\sum_ng_n$. Each electron therefore has total strength 1, and $f_1$ tends to the number of electrons when $\omega$ exceeds all important $\omega_n$.

At 92 eV that limit has not been reached. This energy lies in the continuum of the valence electrons, where the sum becomes an integral and is taken as a principal value: the contributions just below and just above $\omega$ are cut off symmetrically. For upward transitions $g_n$ is positive: strength below the photon energy then contributes more than its free value, and strength above it contributes negatively. The sum for a 2p electron also contains downward transitions, to 2s and 1s, for which $g_n$ is negative and these effects have the opposite sign. Those shells are full, so the exclusion principle forbids these transitions. In the total $f$ they cancel against the equally forbidden upward transitions from 1s and 2s into the occupied 2p states; only the division of $f$ among the shells depends on them. The model of part (c) gives:

- 2s shell, two electrons: $f_1=1.82$;
- 2p shell, two electrons: $f_1=2.31$;
- 1s shell, two electrons: $f_1=-0.12$.

The valence sum is 4.13 and the total is 4.01. The closeness of the total to 4 is partly a cancellation between a small valence excess and a small core deficit.

The core value can be understood from the formula. In the model the 1s level lies at $-290.8$ eV and the lowest level it can reach by a dipole transition, 2p, at $-9.0$ eV. All 1s excitation energies are then at least 281.8 eV, and all 1s strengths are positive with sum 2. (These values carry the error of the finite-difference grid: the converged 1s level is 0.1 eV lower, at $-290.9$ eV, which leaves the bound below unchanged.) So

$$|f_1(1s)|\le2\,\frac{92^2}{281.8^2-92^2}=0.24 .$$

The core electrons are held too tightly to take part as free charges, which is why $N$ is 4 and not 6.

### (c) Absorption and the ratio

**From polarizability to cross section.** The mean power taken from the field is the average of $E\,dp/dt$, which is $\tfrac12\omega\,\mathrm{Im}\,\alpha\,E_0^2$. The incident flux in atomic units is $cE_0^2/(8\pi)$. Their quotient is

$$\sigma_{\rm abs}=\frac{4\pi\omega}{c}\,\mathrm{Im}\,\alpha .$$

The definition of $f$ gives $\mathrm{Im}\,\alpha=f_2/\omega^2$. With $\lambda=2\pi c/\omega$ and $r_e=1/c^2$,

$$\sigma_{\rm abs}=\frac{4\pi f_2}{c\,\omega}=2r_e\lambda f_2 .$$

The imaginary part arises when $\omega$ lies in the continuum. Switching the field on slowly replaces $\omega$ by $\omega+i0$, and $1/(\omega_n-\omega-i0)$ has the imaginary part $\pi\delta(\omega_n-\omega)$. Then

$$\sigma_{\rm abs}=\frac{4\pi^2\omega}{c}\sum_n|z_n|^2\delta(\omega_n-\omega),$$

which is the golden rule: absorption ejects an electron into a state of energy $\omega$ above its initial one.

**The atomic model.** Each electron of the configuration $1s^22s^22p^2$, averaged over directions, moves in the Hartree-Slater potential

$$V=-\frac6r+V_H-\frac32\left(\frac{3\rho}{\pi}\right)^{1/3},$$

where $\rho$ is the electron density and $V_H$ its electrostatic potential energy. Wherever $V$ lies above $-1/r$ it is replaced by $-1/r$, the attraction felt by a departing electron. The density and potential are iterated to consistency on a radial grid with finite differences. The valence levels come out at $-17.5$ eV (2s) and $-9.0$ eV (2p).

The sum over $n$ need not be carried out state by state. For an orbital with radial function $u$, angular momentum $l$ and energy $E_i$, one solves

$$\left[-\frac12\frac{d^2}{dr^2}+\frac{l'(l'+1)}{2r^2}+V-E_i\mp\omega\right]w_\pm=r\,u .$$

Expanding $w_\pm$ in eigenfunctions produces the denominators $\omega_n\mp\omega$. When the final energy is positive, $w_+$ is required to be an outgoing wave, which supplies the $+i0$. Each electron then contributes

$$\alpha=\sum_{l'}A_{ll'}\int_0^\infty u\,r\,(w_++w_-)\,dr .$$

Here $A_{ll'}$ is the squared matrix element of $\cos\theta$, with $\theta$ now the polar angle of the electron, averaged over orientations. For $s\to p$ it is $\langle\cos^2\theta\rangle=1/3$. For a $p$ electron with $m=0$, $\langle\cos^2\theta\rangle=3/5$, of which $1/3$ leads to $s$ and $4/15$ to $d$; for $m=\pm1$, $\langle\cos^2\theta\rangle=1/5$, all to $d$. Averaging over the three orientations gives $1/9$ for $p\to s$ and $\tfrac13(\tfrac4{15}+\tfrac25)=2/9$ for $p\to d$.

At 92 eV the solution gives $f_2=0.572$ from 2s and 0.290 from 2p, in total 0.862. The 1s shell cannot be ionized by this photon. Therefore

$$\sigma_{\rm abs}=2(2.818\times10^{-13}\ \text{cm})(1.348\times10^{-6}\ \text{cm})(0.862)=6.5\times10^{-19}\ \text{cm}^2 .$$

**The ratio.** Dividing the result of part (a) by this one,

$$R=\frac{N^2(8\pi/3)r_e^2}{2r_e\lambda f_2}=\frac{4\pi}{3}\,\frac{r_e}{\lambda}\,\frac{N^2}{f_2}.$$

For carbon at 92 eV,

$$R=4.19\times(2.09\times10^{-7})\times\frac{16}{0.862}=1.6\times10^{-5}.$$

The formula shows where the order of magnitude comes from. Scattering contains two powers of $r_e$ and absorption only one, so their ratio contains $r_e/\lambda$, about $2\times10^{-7}$. The factor $N^2/f_2$, about 19, and the numerical factor 4.19 raise this to the $10^{-5}$ range.

### How firm is the estimate?

The table changes one or more assumptions while the photon energy stays at 92 eV.

| Case | $\sigma_{\rm abs}$ ($10^{-19}$ cm²) | $\sigma_{\rm el}$ ($10^{-23}$ cm²) | $R$ ($10^{-5}$) |
|---|---:|---:|---:|
| A. Four free charges in phase | 6.5 | 1.06 | 1.6 |
| B. As A, random phases | 6.5 | 0.27 | 0.4 |
| C. Full $f$, including 1s | 6.5 | 1.12 | 1.7 |
| D. As A, weaker exchange | 5.5 | 1.06 | 2.0 |
| E. As C, with screening | 7.4 | 1.18 | 1.6 |

Case B is the result of adding powers instead of fields; it is four times too small for an atom of this size. Case C uses $|f|^2=4.01^2+0.86^2=16.8$ in place of 16, a rise of 5 per cent, most of it from the absorptive part $f_2$.

Case D replaces the factor $3/2$ in the exchange potential by 1, the Kohn-Sham value, and solves the atom again. Absorption falls by 17 per cent relative to case A.

Case E lets the oscillating electron density act back on the electrons: its electrostatic potential is added to the applied field, and the two are iterated to consistency. This raises absorption by 14 per cent relative to case C. The treatment omits exchange in the response and lets each electron respond to its own induced density, so it measures sensitivity and is not a final correction.

Cases A, C, D and E all give $R$ between $1.5\times10^{-5}$ and $2\times10^{-5}$. This spread is not a rigorous error bound, because all four share the central field and omit the separate energy levels of the open shell, further electron correlation and chemical bonding. It does support the statement that $R$ is of order $10^{-5}$ for a free carbon atom.

### (d) A film, and the effect of neighbours

Take a film with $n=50$ carbon atoms per nm³, a rough value for a dense organic solid. Its absorption coefficient is

$$\mu=n\sigma_{\rm abs}=(5.0\times10^{22}\ \text{cm}^{-3})(6.55\times10^{-19}\ \text{cm}^2)=3.3\ \mu\text{m}^{-1}.$$

A thickness of 40 nm absorbs the fraction $1-e^{-0.131}=0.123$. The dose of 30 mJ/cm² divided by 92 eV per photon is 20.4 photons per nm². About 2.5 of these are absorbed per nm².

If the atoms scattered independently, scattering and absorption would see the same local flux at every depth. The number scattered would then be $R$ times the number absorbed:

$$1.63\times10^{-5}\times2.5\ \text{nm}^{-2}=4.1\times10^{-5}\ \text{nm}^{-2}.$$

That is one scattered photon for about 60 000 absorbed ones.

Atoms in a film do not scatter independently. Many lie within one wavelength of each other, and their positions are correlated: dense packing evens out their number from place to place. If the positions were uncorrelated, as in an ideal gas, the scattered powers would still add on average. Divide the film into cells of volume $v$, small compared with $\lambda^3$ but holding many atoms. A cell with $M$ atoms radiates a field proportional to $M$. The mean value $\bar M$ is the same in every cell, and these equal fields combine into the transmitted, refracted wave and the reflections at the surfaces. Light is sent into other directions by the deviations $\delta M$. If the deviations in different cells are independent, their interference averages to zero and the scattered powers add. A cell then scatters $\langle\delta M^2\rangle$ times as much as one atom, so scattering per atom is multiplied by $\langle\delta M^2\rangle/\bar M$.

For thermal density fluctuations, a relative density change $\delta n/n$ costs the energy $v(\delta n/n)^2/(2\kappa_T)$, where $\kappa_T$ is the isothermal compressibility. Setting its mean equal to $\tfrac12k_BT$ gives $\langle\delta n^2\rangle=n^2k_BT\kappa_T/v$. Since $\delta M=v\,\delta n$ and $\bar M=nv$,

$$\frac{\langle\delta M^2\rangle}{\bar M}=nk_BT\kappa_T .$$

In a glass the fluctuations are largely frozen in when it forms, so as an estimate $T$ and $\kappa_T$ are taken as those of the liquid at that point. With the rough values $T=400$ K and $\kappa_T=0.3$ GPa⁻¹, the factor is 0.08. For diffuse scattering inside a smooth, homogeneous film, the ratio then drops to about $0.08\times1.6\times10^{-5}\approx1.3\times10^{-6}$. This is the low end of the estimate, because 0.3 GPa⁻¹ lies below the compressibility of typical polymer melts. The factor is proportional to $\kappa_T$: melts with 0.5 to 0.6 GPa⁻¹ would have 0.14 to 0.17 and a ratio of 2 to $3\times10^{-6}$, so only the order of magnitude should be trusted.

This ratio leaves out reflection at the surfaces, which also changes the photon's direction without changing its energy. The polarizability of the atoms gives the film the refractive index $1-r_e\lambda^2nf/(2\pi)$, which differs from 1 by about 0.017 in magnitude. At normal incidence one smooth surface reflects the square of half this difference, about $7\times10^{-5}$ of the light. That is far more than the film scatters diffusely.

Clustering works the other way. An isolated carbon sphere 2 nm in diameter at the same density contains 209 atoms. If all radiated in phase, scattering per atom would rise 209 times; averaging the phases over the sphere and over scattering angle lowers this to 192. The ratio becomes $192\times1.63\times10^{-5}=3\times10^{-3}$. Inside a film only the contrast between the cluster and its surroundings scatters. With carbon surroundings of half the cluster's density the gain would be 48, and with equal density it would vanish.

The composition of this film is simplified: real resists also contain hydrogen and oxygen, and some contain metals. If bonding is neglected, the absorption cross sections of all these atoms add. For scattering, the fields of neighbouring atoms must be added before squaring. A real film also breaks the assumption that the atoms scatter independently. If thermal density fluctuations are the only disorder, the diffuse ratio of the carbon-only film above drops by a factor of roughly six to twelve. In a polymer the atoms of a repeat unit fluctuate together, so scattering relative to independent atoms is multiplied by $n_uk_BT\kappa_T\,|\sum f|^2/\sum|f|^2$, with $n_u$ the density of repeat units and the sums over the atoms of one unit. With the same atomic model and $\kappa_T$ between 0.3 and 0.6 GPa⁻¹, the drop for polystyrene or poly(methyl methacrylate) is roughly four to nine. Uneven composition, voids and surface roughness can move the ratio up again. The value $1.6\times10^{-5}$ therefore belongs to the free atom. For a film it is a reference from which the effect of structure is counted.

Numbers in the example were calculated in double precision.
